# Half-turn toggling of a synthetic antiferromagnet by two orthogonal field pulses: verification in Python

```python
"""Toggle switching of a synthetic antiferromagnet (two equal macrospins).

Result under test: line fields H at -45 and +45 degrees to the easy axis, applied
as first / both / second / none, turn both moments by half a turn from either
stored state if  sqrt(K(2J+K)) < sqrt(2) H < 2J-K.
J: antiferromagnetic coupling field, K: anisotropy field, F: applied field, all in mT;
theta: direction of F; p1, p2: moment angles from the easy axis (radians).
beta = (p1+p2)/2, gamma = (p1-p2)/2.  Energies are per layer moment, in mT.
mismatch d: layer moments are (1+d) and (1-d) times their mean.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j1

PI = math.pi
STATE_A = (0.0, -PI)
STATE_B = (PI, 0.0)


def energy(p1, p2, F, theta, J, K, d=0.0):
    return (J*np.cos(p1-p2)
            - K/2*((1+d)*np.cos(p1)**2 + (1-d)*np.cos(p2)**2)
            - F*((1+d)*np.cos(p1-theta) + (1-d)*np.cos(p2-theta)))


def slopes(p1, p2, F, theta, J, K, d=0.0):
    s = J*math.sin(p1-p2)
    g1 = -s + (1+d)*(K/2*math.sin(2*p1) + F*math.sin(p1-theta))
    g2 = s + (1-d)*(K/2*math.sin(2*p2) + F*math.sin(p2-theta))
    return g1, g2


def relax(state, F, theta, J, K, d=0.0):
    def descent(_, y):
        g1, g2 = slopes(y[0], y[1], F, theta, J, K, d)
        return [-g1, -g2]
    sol = solve_ivp(descent, (0, 40/K), state, method="LSODA",
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[:, -1]


def sequence(state, first, second, J, K, d=0.0, sense=1):
    """States after: first line, both lines, second line, no field."""
    out = []
    for a, b in ((first, 0), (first, second), (0, second), (0, 0)):
        theta = sense*(math.atan2(b, a) - PI/4)
        state = relax(state, math.hypot(a, b), theta, J, K, d)
        out.append(state)
    return out


def half_turns(start, states):
    return (states[-1] - np.array(start))/PI


def softest(p1, p2, F, J, K):
    """Lowest curvature of the energy, by finite differences, field on easy axis."""
    h = 1e-3
    def e(a, b):
        return energy(p1+a*h, p2+b*h, F, 0.0, J, K)
    h11 = (e(1, 0) - 2*e(0, 0) + e(-1, 0))/h**2
    h22 = (e(0, 1) - 2*e(0, 0) + e(0, -1))/h**2
    h12 = (e(1, 1) - e(1, -1) - e(-1, 1) + e(-1, -1))/(4*h**2)
    return np.linalg.eigvalsh([[h11, h12], [h12, h22]])[0]


def numeric_flop_limit(J, K):
    return brentq(lambda F: softest(0, -PI, F, J, K), 0, 4*(J+K))


def numeric_saturation(J, K):
    return brentq(lambda F: softest(0, 0, F, J, K), 0, 4*(J+K))


# ---------------- example parameters (rough typical values) ----------------
J, K, H = 20.0, 3.0, 12.0                 # mT
Ms = 8.0e5                                # A/m
t_layer, spacer, radius = 4e-9, 1e-9, 150e-9
stiffness = 1.3e-11                       # J/m
damping, temperature = 0.01, 300.0
F_both = math.sqrt(2)*H
F_sf = math.sqrt(K*(2*J+K))
F_low = (2*J-K)*math.sqrt(K/(2*J+K))
F_sat = 2*J-K

# ---------------- gradient and reduced energy ----------------
rng = np.random.default_rng(4)
for _ in range(20):
    a, b, th = rng.uniform(-PI, PI, 3)
    g = slopes(a, b, 9.0, th, J, K, 0.05)
    h = 1e-5
    n1 = (energy(a+h, b, 9., th, J, K, .05)-energy(a-h, b, 9., th, J, K, .05))/(2*h)
    n2 = (energy(a, b+h, 9., th, J, K, .05)-energy(a, b-h, 9., th, J, K, .05))/(2*h)
    assert abs(g[0]-n1) < 1e-5 and abs(g[1]-n2) < 1e-5
    two_angle = (J*math.cos(a-b) - K/2*(1+math.cos(a+b)*math.cos(a-b))
                 - 18*math.cos((a-b)/2)*math.cos((a+b)/2-th))
    assert abs(two_angle - energy(a, b, 9.0, th, J, K)) < 1e-10

beta_grid = np.linspace(-PI, 0, 361)
gamma_grid = np.linspace(0, PI, 2001)


def valley(F, theta):
    """Energy minimized over the canting angle, by direct search."""
    bb, gg = np.meshgrid(beta_grid, gamma_grid, indexing="ij")
    return energy(bb+gg, bb-gg, F, theta, J, K).min(axis=1)


def valley_formula(F, theta):
    c2 = np.cos(2*beta_grid)
    return -J-K/2+K/2*c2 - F**2*np.cos(beta_grid-theta)**2/(2*J-K*c2)


for F, th in ((0.0, 0.0), (H, -PI/4), (F_both, 0.0)):
    assert np.max(np.abs(valley(F, th)-valley_formula(F, th))) < 1e-3

# ---------------- stability limits ----------------
sf_num = numeric_flop_limit(J, K)
sat_num = numeric_saturation(J, K)


def flop_softness(F):
    best = minimize_scalar(lambda g: energy(g, -g, F, 0.0, J, K),
                           bounds=(0, PI/2), method="bounded",
                           options={"xatol": 1e-10})
    return softest(best.x, -best.x, F, J, K)


low_num = brentq(flop_softness, 0.5*F_sf, 1.5*F_sf)
assert abs(sf_num-F_sf) < 1e-3
assert abs(sat_num-F_sat) < 1e-3
assert abs(low_num-F_low) < 1e-3
ratio_min = brentq(lambda r: numeric_saturation(r, 1.0)-numeric_flop_limit(r, 1.0),
                   1.0, 4.0)
assert abs(ratio_min-1.5) < 1e-3

# ---------------- trapping rectangle during the first pulse ----------------
for F in (2.0, 12.0, 30.0):
    for th in np.radians([-85, -45, -5]):
        for x in np.radians([3, 30, 60, 87]):
            g1, g2 = slopes(-PI/2+x, -PI/2-x, F, th, J, K)
            assert g1+g2 < 0                  # beta = -90: pushed inward
            g1, g2 = slopes(x, -x, F, th, J, K)
            assert g1+g2 > 0                  # beta = 0: pushed inward
            g1, g2 = slopes(-x+PI/2, -x-PI/2, F, th, J, K)
            assert g1-g2 > 0                  # gamma = 90: pushed inward
            g1, g2 = slopes(-x, -x, F, th, J, K)
            assert abs(g1-g2) < 1e-10         # gamma = 0: never crossed

# every interior state reaches the same flopped state under both fields
cant = math.acos(F_both/(2*J-K))
for b in np.radians([-88, -45, -2]):
    for g in np.radians([3, 45, 88]):
        end = relax((b+g, b-g), F_both, 0.0, J, K)
        assert np.allclose(end, [cant, -cant], atol=1e-4)

# ---------------- toggling inside the window, failure outside ----------------
runs = 0
for r in (2.5, 5.0, 10.0):
    lower, upper = math.sqrt(2*r+1), 2*r-1
    for part in (0.15, 0.5, 0.85):
        line = (lower+part*(upper-lower))/math.sqrt(2)
        for start in (STATE_A, STATE_B):
            turn = half_turns(start, sequence(start, line, line, r, 1.0))
            assert np.allclose(turn, 1, atol=1e-3)
            runs += 1

for start in (STATE_A, STATE_B):
    back = half_turns(start, sequence(start, H, H, J, K, sense=-1))
    assert np.allclose(back, -1, atol=1e-3)
    for a, b in ((H, 0.0), (0.0, H)):
        alone = half_turns(start, sequence(start, a, b, J, K))
        assert np.allclose(alone, 0, atol=1e-3)
    weak = 0.95*F_low/math.sqrt(2)
    assert np.allclose(half_turns(start, sequence(start, weak, weak, J, K)), 0,
                       atol=1e-3)
    strong = 1.2*F_sat/math.sqrt(2)
    merged = sequence(start, strong, strong, J, K)[1]
    assert np.allclose(np.cos(merged), 1, atol=1e-5)
    for a, b in ((1.1*H, 0.9*H), (0.9*H, 1.1*H)):
        uneven = half_turns(start, sequence(start, a, b, J, K))
        assert np.allclose(uneven, 1, atol=1e-3)

path = sequence(STATE_A, H, H, J, K)


# ---------------- actual quasi-static thresholds ----------------
def threshold(start, d):
    def toggles(line):
        turn = half_turns(start, sequence(start, line, line, J, K, d))
        return abs(turn[0]-1) < 0.1
    lo, hi = 5.0, H
    assert not toggles(lo) and toggles(hi)
    while hi-lo > 2e-3:
        mid = (lo+hi)/2
        if toggles(mid):
            hi = mid
        else:
            lo = mid
    return (lo+hi)/2


line_threshold = threshold(STATE_A, 0.0)
assert F_low-0.01 < math.sqrt(2)*line_threshold < F_sf+0.01
mismatch = 0.02
threshold_a = threshold(STATE_A, mismatch)
threshold_b = threshold(STATE_B, mismatch)


# ---------------- stray-field coupling of two uniformly magnetized disks --------
def disk_coupling(R, t, gap):
    """In-plane coupling field divided by mu0*Ms (positive favours antiparallel)."""
    k = np.linspace(1e-9, 30.0, 400001)/gap
    f = j1(k*R)**2*np.expm1(-k*t)**2*np.exp(-k*gap)/k**2
    return trapezoid(f, k)/(2*t)


far = 60*radius
dipole = PI*radius**2*t_layer/(4*PI*(far+t_layer)**3)
assert abs(disk_coupling(radius, t_layer, far)/dipole-1) < 1e-2
B_demag = const.mu_0*Ms*1e3
J_stray = B_demag*disk_coupling(radius, t_layer, spacer)
J_direct = J-J_stray
area_energy = J_direct*1e-3*Ms*t_layer*1e3          # mJ/m^2

# ---------------- barriers and temperature ----------------
layer_moment = Ms*t_layer*PI*radius**2
kT = const.k*temperature
barrier0 = np.ptp(valley(0.0, 0.0))
barrier_half = np.ptp(valley(H, -PI/4))
assert abs(barrier0-K) < 1e-3
assert barrier_half > barrier0
bar0_kT = barrier0*1e-3*layer_moment/kT
barh_kT = barrier_half*1e-3*layer_moment/kT
thermal_tilt = math.degrees(math.sqrt(1/(2*bar0_kT)))
bend_length = math.sqrt(2*stiffness/(Ms*F_both*1e-3))

# ---------------- precession: full Landau-Lifshitz-Gilbert motion ----------------
gyro = const.physical_constants["electron gyromag. ratio"][0]*1e-12  # rad/(ns mT)
rise, on_first, on_second, width, t_end = 1.0, 0.0, 4.0, 8.0, 25.0   # ns


def pulse_shape(t, on):
    return max(0.0, min(1.0, (t-on)/rise, (on+width-t)/rise))


def llg(t, y):
    a, b = H*pulse_shape(t, on_first), H*pulse_shape(t, on_second)
    fx, fy = (a+b)/math.sqrt(2), (b-a)/math.sqrt(2)
    out = []
    for i, o in ((0, 3), (3, 0)):
        x, yy, z = y[i], y[i+1], y[i+2]
        bx = fx+K*x-J*y[o]
        by = fy-J*y[o+1]
        bz = -J*y[o+2]-B_demag*z
        cx, cy, cz = yy*bz-z*by, z*bx-x*bz, x*by-yy*bx
        q = -gyro/(1+damping**2)
        out += [q*(cx+damping*(yy*cz-z*cy)),
                q*(cy+damping*(z*cx-x*cz)),
                q*(cz+damping*(x*cy-yy*cx))]
    return out


llg_turns = []
for sign in (1.0, -1.0):
    sol = solve_ivp(llg, (0, t_end), [sign, 0, 0, -sign, 0, 0], rtol=1e-6,
                    atol=1e-8, max_step=0.05, t_eval=np.linspace(0, t_end, 2501))
    assert sol.success
    for i in (0, 3):
        angle = np.unwrap(np.arctan2(sol.y[i+1], sol.y[i]))
        llg_turns.append((angle[-1]-angle[0])/PI)
assert np.allclose(llg_turns, 1, atol=0.02)

# ---------------- output ----------------
root2 = math.sqrt(2)
print(f"coupling field J                      {J:.1f} mT")
print(f"anisotropy field K                    {K:.1f} mT")
print(f"line field H                          {H:.1f} mT")
print(f"combined field sqrt(2) H              {F_both:.2f} mT")
print(f"saturation magnetization              {Ms/1e3:.0f} kA/m")
print(f"layer / spacer thickness              {t_layer*1e9:.1f} / {spacer*1e9:.1f} nm")
print(f"disk diameter                         {2*radius*1e9:.0f} nm")
print(f"flopped state stable above            {F_low:.2f} mT")
print(f"stored state unstable above           {F_sf:.2f} mT")
print(f"same, from numerical curvature        {sf_num:.2f} mT")
print(f"saturation along easy axis            {F_sat:.2f} mT")
print(f"guaranteed line-field window, low end {F_sf/root2:.2f} mT")
print(f"guaranteed line-field window, top end {F_sat/root2:.2f} mT")
print(f"lower edge of bistable strip, line    {F_low/root2:.2f} mT")
print(f"quasi-static threshold found, line    {line_threshold:.2f} mT")
print(f"smallest J/K with an open window      {ratio_min:.3f}")
print(f"toggle runs passed across the window  {runs}")
for name, s in zip(("first line", "both lines", "second line", "field off"), path):
    p1, p2 = np.degrees(s)
    print(f"after {name:12s} phi1, phi2, beta, gamma: {p1:.1f}, {p2:.1f}, "
          f"{(p1+p2)/2:.1f}, {(p1-p2)/2:.1f} deg")
print(f"stray-field part of J                 {J_stray:.2f} mT")
print(f"direct-coupling part of J             {J_direct:.2f} mT")
print(f"direct coupling energy                {area_energy:.4f} mJ/m^2")
print(f"temperature                           {temperature:.0f} K")
print(f"barrier, no field                     {barrier0:.2f} mT = {bar0_kT:.0f} kT")
print(f"barrier, one line on                  {barrier_half:.2f} mT = {barh_kT:.0f} kT")
print(f"thermal rms tilt of stored axis       {thermal_tilt:.1f} deg")
print(f"layer moments off their mean by       +-{100*mismatch:.0f} %")
print(f"line threshold then, layer 1 at 0     {threshold_a:.2f} mT")
print(f"line threshold then, layer 1 at 180   {threshold_b:.2f} mT")
print("line fields uneven by +-10 %          toggles from both states")
print(f"exchange stiffness (rough)            {stiffness*1e12:.0f} pJ/m")
print(f"bending length at combined field      {bend_length*1e9:.0f} nm")
print(f"precession run: damping               {damping:.3f}")
print(f"pulse width / delay / rise            {width:.0f} / {on_second:.0f} / {rise:.0f} ns")
print("precession run, half turns (2 states x 2 layers): "
      + ", ".join(f"{v:.3f}" for v in llg_turns))
print("finished without a failed check")
```

Running it gives:

```
coupling field J                      20.0 mT
anisotropy field K                    3.0 mT
line field H                          12.0 mT
combined field sqrt(2) H              16.97 mT
saturation magnetization              800 kA/m
layer / spacer thickness              4.0 / 1.0 nm
disk diameter                         300 nm
flopped state stable above            9.77 mT
stored state unstable above           11.36 mT
same, from numerical curvature        11.36 mT
saturation along easy axis            37.00 mT
guaranteed line-field window, low end 8.03 mT
guaranteed line-field window, top end 26.16 mT
lower edge of bistable strip, line    6.91 mT
quasi-static threshold found, line    8.00 mT
smallest J/K with an open window      1.500
toggle runs passed across the window  18
after first line   phi1, phi2, beta, gamma: 10.9, -137.4, -63.3, 74.2 deg
after both lines   phi1, phi2, beta, gamma: 62.7, -62.7, -0.0, 62.7 deg
after second line  phi1, phi2, beta, gamma: 137.4, -10.9, 63.3, 74.2 deg
after field off    phi1, phi2, beta, gamma: 180.0, 0.0, 90.0, 90.0 deg
stray-field part of J                 15.12 mT
direct-coupling part of J             4.88 mT
direct coupling energy                0.0156 mJ/m^2
temperature                           300 K
barrier, no field                     3.00 mT = 164 kT
barrier, one line on                  4.52 mT = 247 kT
thermal rms tilt of stored axis       3.2 deg
layer moments off their mean by       +-2 %
line threshold then, layer 1 at 0     8.33 mT
line threshold then, layer 1 at 180   7.69 mT
line fields uneven by +-10 %          toggles from both states
exchange stiffness (rough)            13 pJ/m
bending length at combined field      44 nm
precession run: damping               0.010
pulse width / delay / rise            8 / 4 / 1 ns
precession run, half turns (2 states x 2 layers): 1.000, 1.000, 1.000, 1.000
finished without a failed check
```
